Three Grüneisen parameters from the equation of state

**1. Definitions and conventions**

Consider a crystal of one kind of atom, mass m, with volume V per atom. Its static energy per atom, with the nuclei at rest on their sites, is E(V). From this cold curve follow the pressure, the bulk modulus and its pressure derivative:

P = −dE/dV,  B = −V dP/dV,  B' = dB/dP.

All three are taken at the volume under discussion, which need not be the zero-pressure volume. A prime on B means a pressure derivative; a prime on a bond energy φ(a) will mean a derivative with respect to the bond length a. Hartree atomic units are used, so ħ = 1 and a frequency is also an energy.

The Grüneisen parameter of a vibrational mode i is

γ_i = −d ln ω_i/d ln V = −½ d ln ω_i²/d ln V.

It is positive when compression raises the frequency. The cold curve alone does not fix the γ_i: it records the response to a uniform change of volume, whereas a phonon also shears the crystal and moves neighbouring atoms against each other. An assumption must connect the two. Three such assumptions give, at P = 0,

Slater: γ = B'/2 − 1/6,
Dugdale-MacDonald: γ = B'/2 − 1/2,
Vashchenko-Zubarev: γ = B'/2 − 5/6.

The first expression holds at any pressure if its assumption does. The other two acquire pressure terms, derived in part 6.

**2. What γ does in the thermal pressure**

In the quasi-harmonic approximation the modes are independent oscillators whose frequencies depend on V. With θ = k_B T, one mode contributes the free energy

F_i = ω_i/2 + θ ln(1 − e^(−ω_i/θ)).

Differentiate at fixed temperature:

dF_i/dω_i = 1/2 + 1/(e^(ω_i/θ) − 1) = E_i/ω_i,

where E_i is the mean energy of the oscillator, zero-point energy included. The vibrational pressure is therefore

P_th = −Σ_i (E_i/ω_i) dω_i/dV = (1/V) Σ_i γ_i E_i,

because dω_i/dV = −γ_i ω_i/V. Here the sum is over the modes per atom. If all modes share one γ, then V P_th = γE_th at every temperature. If they do not, the effective γ is an energy-weighted average. In the classical limit every E_i tends to θ, and the weights become equal. The plain average over modes is then the quantity that a single γ should reproduce.

**3. Slater: all wave moduli follow B**

Slater's assumption concerns sound waves. Treat the solid as an isotropic Debye medium with shear modulus G and Poisson ratio ν. The longitudinal and transverse speeds obey

v_L² = (B + 4G/3)/ρ,  v_T² = G/ρ,  ρ = m/V,

and isotropic elasticity gives

G = 3B(1 − 2ν)/[2(1 + ν)].

Now assume that ν does not change with volume. Then G/B is constant, both wave moduli are proportional to B, and both squared speeds are proportional to B/ρ = BV/m. So is the square of the Debye speed v_D, defined by averaging v⁻³ over the three branches.

The Debye wavenumber is fixed by counting one wavevector per atom for each branch, which gives k_D = (6π²/V)^(1/3). Hence

ω_D² = v_D² k_D² ∝ (BV) V^(−2/3) = V^(1/3) B.

The logarithmic derivative of B follows from the chain rule:

d ln B/d ln V = (V/B)(dB/dP)(dP/dV) = (V/B) B' (−B/V) = −B'.

Therefore

γ_S = −½(1/3 − B') = B'/2 − 1/6.

The −1/6 combines two geometrical effects of compression: the density rises, which lowers the sound speed at given modulus, and the Debye wavenumber rises. Nothing here required P = 0. Under pressure the moduli in question are those that govern waves in the compressed solid, and they must still be proportional to B.

If ν does vary, write v_D² = f(ν)BV/m. The same differentiation adds −½ d ln f/d ln V to γ. A shear modulus that grows more slowly than B under compression thus lowers the Debye γ below Slater's value.

**4. A bond model for the other two assumptions**

The other two assumptions concern the force constants of atoms. Let each atom have z nearest neighbours at distance a, and let an effective central bond energy φ(a) describe the cold curve. Each bond is shared by two atoms, so

E = (z/2) φ(a),  V = c a³,

where c is a constant of the structure. The structure is scaled uniformly, so that no internal angles change.

Since dV/da = 3ca²,

P = −(z/2)φ'/(3ca²) = −zφ'/(6ca²).

For the bulk modulus use V d/dV = (a/3) d/da:

B = −(a/3) dP/da
 = (a/3)(z/6c)(φ''/a² − 2φ'/a³)
 = [z/(18ca)] (φ'' − 2φ'/a).

Next consider the energy of one bond when its ends are displaced relative to each other by a small vector u. If r̂ is the unit vector along the bond, the gradient of φ is φ' r̂. Differentiating once more, the change of length contributes φ'' along the bond, and the rotation of r̂ contributes φ'/a across it. The bond's force-constant matrix is

K_R = φ'' r̂r̂ + (φ'/a)(1 − r̂r̂).

The first term resists stretching. The second comes from the tension of the bond, as in a stretched string. In this model φ' is negative at positive pressure, and the transverse term then lowers the vibration frequencies (part 8). The same negative φ' raises B, which contains −2φ'/a.

**5. The two force-constant assumptions**

Dugdale-MacDonald: let every squared frequency be proportional to the longitudinal stiffness alone,

ω² ∝ K₁ = φ''.

This is the scaling of longitudinal vibrations in a chain with nearest-neighbour bonds. It also holds for every mode of the three-dimensional model if the tension term is dropped from K_R, since φ'' is then a common factor of all force constants.

Vashchenko-Zubarev: let every frequency scale as that of one atom moving in the cage of its fixed neighbours. The force constant of the cage is ΣK_R over the z bonds. For a cubic site Σr̂r̂ = (z/3)1, because the sum must be isotropic and has trace z. Thus

ΣK_R = (z/3)φ'' 1 + (φ'/a)(z − z/3) 1
 = (z/3)(φ'' + 2φ'/a) 1,

and the assumption is

ω² ∝ K₂ = φ'' + 2φ'/a.

The factor 2 counts the two directions transverse to a bond.

Slater's assumption can be put in the same language. It says ω² ∝ V^(1/3)B, and V^(1/3) ∝ a. From the expression for B in part 4,

ω² ∝ K₀ = φ'' − 2φ'/a.

The three assumptions therefore correspond to t = 0, 1, 2 in

K_t = φ'' + 2(t − 1)φ'/a.

**6. From stiffness to γ**

To eliminate the bond energy, solve the results of part 4 for its derivatives:

φ'/a = −6caP/z = (18ca/z)(−P/3),

φ'' = 18caB/z + 2φ'/a = (18ca/z)(B − 2P/3).

Insert both in K_t:

K_t = (18ca/z)[B − 2P/3 − 2(t − 1)P/3]
 = (18ca/z)(B − 2tP/3).

Since a ∝ V^(1/3),

ω_t² ∝ V^(1/3)(B − 2tP/3).

Now differentiate. From the definitions, dP/d ln V = −B and dB/d ln V = −BB'. Hence

d(B − 2tP/3)/d ln V = −B(B' − 2t/3),

and

γ_t = −1/6 + ½ B(B' − 2t/3)/(B − 2tP/3).

Divide numerator and denominator of the last fraction by B, and put both terms over the common denominator 1 − 2tP/(3B). The numerator becomes

−(1/6)[1 − 2tP/(3B)] + B'/2 − t/3
 = B'/2 − 1/6 − t/3 + tP/(9B).

The result is

γ_t = [B'/2 − 1/6 − (t/3)(1 − P/(3B))] / [1 − 2tP/(3B)].

For t = 0 all explicit pressure terms vanish, leaving Slater's formula. For t = 1 and t = 2 at P = 0, the formula gives B'/2 − 1/2 and B'/2 − 5/6.

An equivalent form is useful when P(V) is known as a function. With n = 2t/3,

d(PVⁿ)/dV = V^(n−1)(V dP/dV + nP) = −V^(n−1)(B − nP).

So ω_t² ∝ −V^(4/3−n) d(PVⁿ)/dV. Taking −½ of the logarithmic derivative, and using −½(4/3 − 2t/3) = (t − 2)/3, gives

γ_t = (t − 2)/3 − (V/2) [d²(PV^(2t/3))/dV²] / [d(PV^(2t/3))/dV].

The formulas need B − 2tP/3 > 0. Otherwise the assumed stiffness is not positive, and there is no real frequency to differentiate.

**7. Why the offsets differ by 1/3**

At P = 0 we have φ' = 0, so K₀, K₁ and K₂ are equal. Their slopes are not:

dK_t/da = φ''' + 2(t − 1)(φ''/a − φ'/a²)
 → φ''' + 2(t − 1)φ''/a.

A small compression creates a bond tension φ' proportional to φ'', and the three assumptions treat that tension differently. Since d ln V = 3 d ln a,

γ_t = −(a/6)(dK_t/da)/K_t
 = −aφ'''/(6φ'') − (t − 1)/3.

Each unit of t lowers γ by 1/3. Comparison with γ₁ = B'/2 − 1/2 also gives, at P = 0,

B' = 1 − aφ'''/(3φ'').

Two limits show what this means.

For a harmonic bond φ''' = 0, so B' = 1 at P = 0. The Slater, Dugdale-MacDonald and Vashchenko-Zubarev values are then 1/3, 0 and −1/3. The middle value vanishes because φ'' does not depend on a. The last is negative because compression puts the bonds under negative tension, which softens the cage.

For a purely repulsive bond φ ∝ a^(−p) with p > 1, held together by external pressure, every term of K_t scales as a^(−p−2). All three assumptions then give

γ = (p + 2)/6.

Here P is not zero, and the offsets of 1/3 do not apply. The condition p > 1 keeps all three K_t positive, but it does not make the lattice stable against shear. In the notation of part 8 a mode is stable only if (p + 2)L_i/S > 1. In fcc a long transverse wave along [110] polarised along [1 −1 0] has L_i/S = 1/8, so it is unstable for p < 6.

**8. What a full crystal does**

The bond model has its own phonons, so the assumptions can be compared with them. Take a cubic crystal with one atom per primitive cell. For a wave with displacement e exp(iq·R), the equation of motion is

mω² e = Σ_R (1 − cos q·R) K_R e.

The sine terms cancel between R and −R. Define

Λ = Σ_R (1 − cos q·R) r̂r̂,  S = Σ_R (1 − cos q·R),

and let L_i be the three eigenvalues of Λ. Inserting K_R gives

mω_i² = φ'' L_i + (φ'/a)(S − L_i).

When the crystal is scaled uniformly, an allowed wavevector scales as 1/a, so q·R, L_i and S stay fixed. At φ' = 0 a mode has a nonzero frequency only if L_i > 0. This holds in fcc for every wave other than a uniform translation. Simple cubic and bcc lattices with nearest-neighbour bonds alone have shear modes with L_i = 0, whose γ_i is not defined at P = 0, so what follows assumes all L_i > 0. Differentiating at φ' = 0,

γ_i = −(a/6)[φ''' L_i + (φ''/a)(S − L_i)]/(φ'' L_i)
 = −aφ'''/(6φ'') − (S/L_i − 1)/6.

The first term is B'/2 − 1/2 by part 7, so at P = 0

γ_i = B'/2 − 1/3 − S/(6L_i).

The modes do not share one γ. Those with a small ratio L_i/S stretch the bonds little compared with turning them, depend more on the tension, and have the smaller γ_i. At a given wavevector these are the branches with the smaller L_i.

Since r̂ is a unit vector, the trace of Λ is S, and L₁ + L₂ + L₃ = S. The mean of 1/L_i is at least the inverse of the mean of L_i, which is 3/S. The mean of S/(6L_i) over the three branches is therefore at least 1/2, and

mean γ_i ≤ B'/2 − 5/6  (this model, P = 0).

The Vashchenko-Zubarev value is thus an upper bound on the classical average. It has a second, sharper meaning. Averaged over the Brillouin zone, cos q·R vanishes for every neighbour vector R. Averaging ω² over wavevectors and branches then leaves one third of the trace of ΣK_R:

m⟨ω²⟩ = (z/3)(φ'' + 2φ'/a).

This is the cage force constant. The full γ₂ is therefore the Grüneisen parameter of the root-mean-square frequency of this model, at any pressure where the crystal is stable. It equals the average of γ_i weighted by ω_i², which favours stiff modes.

Slater's assumption can be examined through long waves along a cube axis of an fcc crystal. To lowest order 1 − cos q·R = (q·R)²/2. Eight bonds have a component along q, each with (q·R)² = q²a²/2, so each has weight q²a²/4 and S = 2q²a². For longitudinal motion all eight have (e·r̂)² = 1/2, so L = q²a². For transverse motion along another cube axis four of them have (e·r̂)² = 1/2, so L = q²a²/2. The stiffnesses are

longitudinal: q²a²(φ'' + φ'/a),
shear: q²a²(φ''/2 + 3φ'/(2a)).

These are proportional to φ'' − 2φ'/a, the combination in B, only if φ'/(aφ'') does not change with a, as for the power-law bond of part 7. For a crystal compressed from zero pressure it does change, starting from φ' = 0. Compression makes φ' negative, which raises that combination relative to φ'' but lowers both wave stiffnesses relative to φ''. The proportionality that Slater assumes therefore fails for such a crystal.

**9. Worked example: an fcc crystal with a Morse bond**

Take the model bond

φ(a) = D[e^(−2α(a−a₀)) − 2e^(−α(a−a₀))],

with D = 0.02 hartree, a₀ = 5 bohr, α = 0.8 bohr⁻¹ and m = 10⁵ electron masses. No particular material is meant. For fcc, z = 12 and c = 1/√2.

At a₀ the bond derivatives are φ' = 0, φ'' = 2Dα² and φ''' = −6Dα³. Thus φ'' = 0.0256 hartree/bohr², and

B' = 1 + αa₀ = 1 + 0.8 × 5 = 5,

B = 12√2 × 0.0256/(18 × 5) = 0.00483 hartree/bohr³ = 142 GPa.

The three parameters at zero pressure are

γ_S = 2.5 − 0.167 = 2.333,
γ_DM = 2.5 − 0.500 = 2.000,
γ_VZ = 2.5 − 0.833 = 1.667.

Now compress to V = 0.9V₀, where a = 4.827 bohr. There φ' = −0.005438 hartree/bohr and φ'' = 0.03809 hartree/bohr². The formulas of part 4 give

P = 12√2 × 0.005438/(6 × 4.827²)
 = 0.000660 hartree/bohr³ = 19.4 GPa,

B = [12√2/(18 × 4.827)](0.03809 + 2 × 0.005438/4.827)
 = 0.00788 hartree/bohr³ = 232 GPa.

Hence P/B = 0.0838, and the cold curve gives B' = 4.350. Slater's value is 2.175 − 0.167 = 2.008. For the other two,

γ_DM = [2.0083 − 0.3333(1 − 0.0279)]/(1 − 0.0559)
 = 1.784,

γ_VZ = [2.0083 − 0.6667(1 − 0.0279)]/(1 − 0.1117)
 = 1.531.

The zero-pressure expressions, used here with the local B', would give 1.675 and 1.342. Relative to the full forms they are low by about 6% and 12%.

The phonons of the same crystal give these values:

At V₀:
- root-mean-square frequency: γ = 1.667
- plain average over modes: γ = 1.568
- Debye frequency from the actual sound speeds: γ = 1.260

At 0.9V₀:
- root-mean-square frequency: γ = 1.531
- plain average over modes: γ = 1.441
- Debye frequency from the actual sound speeds: γ = 1.141

The root-mean-square values agree with Vashchenko-Zubarev at both volumes, as part 8 requires. The plain average at V₀ lies below that value by 0.10, in accord with the inequality. The individual γ_i on the mesh used at V₀ run from 0.88 to 1.92. The long [110] wave of part 7, with L_i/S = 1/8, lies lower still, at 5/2 − 1/3 − 8/6 = 0.83. A single γ is thus a real simplification even in this simple crystal.

The Debye value at V₀ is lower still, and far below Slater's 2.333. The mode formula and the inequality of part 8, used as follows, show that it cannot exceed the Vashchenko-Zubarev value, and so must lie below Slater's; that it also lies below the plain average over the whole zone is a numerical result of this example. In each direction of propagation the Debye average weights γ_i by v_i⁻³, which favours slow modes. At P = 0 these have small L_i, and hence small γ_i. The weighted average therefore cannot exceed the plain average for that direction, which is itself at most the Vashchenko-Zubarev value.

The failure of Slater's proportionality is also visible directly. For waves along a cube axis the ratio of shear to longitudinal modulus is 0.500 at V₀. At 0.9V₀, with φ'/(aφ'') = −0.0296, part 8 gives

(0.5 − 1.5 × 0.0296)/(1 − 0.0296) = 0.470.

The shear modulus falls behind as the crystal is compressed. The numerical check tests the three scaling assumptions separately, the pressure-dependent formula and the mode formula by numerical differentiation.

**10. Using the formulas for a real solid**

The ranking found in part 9 belongs to nearest-neighbour central bonds. Real solids can have longer-ranged, angular or electronic contributions to their force constants, and these need not change with volume as the cold curve suggests. The cold curve cannot show which offset is best, because all three formulas use the same P, B and B'.

Two further conditions deserve attention. The structure must scale uniformly: if axial ratios or internal coordinates relax with pressure, E(V) still defines B', but the bond argument no longer follows from it. And γ depends on a third derivative of E(V), so errors in a fitted curve matter: an error of 0.2 in B' shifts each zero-pressure γ by 0.1. The choice between neighbouring assumptions shifts it by 0.33. When phonons can be computed at several volumes, the γ_i follow from their definition and no scaling assumption is needed.

Numbers as computed

```
Morse depth: 0.020 hartree
Morse equilibrium distance: 5.000 bohr
Morse exponent: 0.800 1/bohr
atomic mass: 100000 electron masses
--- at V = V0 ---
volume per atom: 88.3883 bohr^3
neighbour distance a: 5.00000 bohr
phi'(a): 0.000000 hartree/bohr
phi''(a): 0.025600 hartree/bohr^2
P: -0.0000000 hartree/bohr^3 = -0.00 GPa
B: 0.0048272 hartree/bohr^3 = 142.02 GPa
B': 5.0000 (dimensionless)
gamma Slater, full form: 2.3333
gamma Dugdale-MacDonald, full form: 2.0000
gamma Vashchenko-Zubarev, full form: 1.6667
cage frequency: 1.0119 millihartree
gamma of phonon second moment: 1.6667
gamma averaged over phonons: 1.568
gamma Debye, actual sound speeds: 1.260
[100] shear/longitudinal modulus ratio: 0.5000
--- at V = 0.9 V0 ---
volume per atom: 79.5495 bohr^3
neighbour distance a: 4.82745 bohr
phi'(a): -0.005438 hartree/bohr
phi''(a): 0.038090 hartree/bohr^2
P: 0.0006600 hartree/bohr^3 = 19.42 GPa
B: 0.0078791 hartree/bohr^3 = 231.81 GPa
B': 4.3500 (dimensionless)
gamma Slater, full form: 2.0084
gamma Dugdale-MacDonald, full form: 1.7840
gamma Vashchenko-Zubarev, full form: 1.5313
cage frequency: 1.1973 millihartree
gamma of phonon second moment: 1.5313
gamma averaged over phonons: 1.441
gamma Debye, actual sound speeds: 1.141
[100] shear/longitudinal modulus ratio: 0.4695
--- further values (dimensionless) ---
simple form at 0.9 V0, Slater: 2.0084
simple form at 0.9 V0, Dugdale-MacDonald: 1.6750
simple form at 0.9 V0, Vashchenko-Zubarev: 1.3417
P/B at 0.9 V0: 0.0838
lowest mode gamma on mesh at V0: 0.882
highest mode gamma on mesh at V0: 1.917
harmonic bond B' at P = 0: 1.0000
harmonic bond gamma Slater: 0.3333
harmonic bond gamma Dugdale-MacDonald: 0.0000
harmonic bond gamma Vashchenko-Zubarev: -0.3333
```
